\section*{Why metallic magnons become short-lived: the spin-flip pair threshold}

\section{What symmetry and dimensions fix}

Take one parabolic band of mass $m$, split by exchange, with Fermi wavevectors $k_\uparrow>k_\downarrow$ for majority and minority spins. Atomic units are used in the algebra, so $\hbar=1$.

If spin-orbit and dipolar coupling are neglected, the total spin component along the magnetization is conserved. A magnon lowers it by one. The simplest electronic excitation that does the same takes an electron from an occupied majority state $\mathbf k$ to an empty minority state $\mathbf k+\mathbf q$. A magnon can therefore turn into a single electron-hole pair if that pair flips a spin and matches the magnon's wavevector and energy.

Dimensions then restrict the threshold $q_c$ for this decay. At zero temperature the mean-field model contains $k_\uparrow$, $k_\downarrow$, $m$ and the exchange strength $I$. Equilibrium between the two bands fixes $I$ in terms of the others, and $m$ then sets only the energy scale. Hence
\begin{equation}
q_c=k_\uparrow\,g(k_\downarrow/k_\uparrow).
\end{equation}
The function $g$ follows from three contributions: the pair energies, the exchange attraction that binds the magnon, and the minority electrons that block final states.

\section{First contribution: the pair energies}

The band energies are $k^2/2m\mp\Delta/2$, with the upper sign for majority spin. A common Fermi level requires
\begin{equation}
\Delta=\frac{k_\uparrow^2-k_\downarrow^2}{2m}.
\end{equation}
A spin-flip pair costs
\begin{equation}
E_{\mathbf k}=\frac{|\mathbf k+\mathbf q|^2-k^2}{2m}+\Delta
=\Delta+\frac{q^2}{2m}+\frac{\mathbf k\cdot\mathbf q}{m}.
\end{equation}
The cheapest choice is $\mathbf k$ antiparallel to $\mathbf q$ with $k=k_\uparrow$. Its final state has magnitude $|k_\uparrow-q|$ and is empty if this exceeds $k_\downarrow$, that is, for $q<k_\uparrow-k_\downarrow$ or $q>k_\uparrow+k_\downarrow$. The lower edge is then
\begin{equation}
E_-(q)=\Delta+\frac{q^2}{2m}-\frac{k_\uparrow q}{m}
=\frac{(k_\uparrow-q)^2-k_\downarrow^2}{2m}.
\label{edge}
\end{equation}
For $k_\uparrow-k_\downarrow\le q\le k_\uparrow+k_\downarrow$, the two Fermi spheres, displaced by $q$, intersect. An electron can move from one Fermi surface to the other at no cost, so the edge is zero. A magnon of positive energy must therefore meet the falling edge before $q=k_\uparrow-k_\downarrow$. This value is an upper bound on $q_c$ when both bands are occupied.

\section{Second contribution: exchange binding}

Let the interaction be $I n_\uparrow n_\downarrow$ per volume, where $n_\sigma=k_\sigma^3/6\pi^2$. In mean field, $\Delta=I(n_\uparrow-n_\downarrow)$. A transverse spin density $s=\langle\psi_\uparrow^\dagger\psi_\downarrow\rangle$ adds the term $-I s\,\psi_\downarrow^\dagger\psi_\uparrow$ and its conjugate; the minus sign comes from exchanging two fermion operators.

A transverse field $F$ of frequency $\omega$ drives the pair amplitude $a_{\mathbf k}=\langle c^\dagger_{\mathbf k\uparrow}c_{\mathbf k+\mathbf q\downarrow}\rangle$. With occupations $f$, its equation of motion is
\begin{equation}
i\dot a_{\mathbf k}=E_{\mathbf k}a_{\mathbf k}-F(f_{\mathbf k\uparrow}-f_{\mathbf k+\mathbf q\downarrow}).
\end{equation}
For $a_{\mathbf k}\propto e^{-i\omega t}$, solving for $a_{\mathbf k}$ and summing gives $s=\chi_0F$, with
\begin{equation}
\chi_0=\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{f_{\mathbf k\uparrow}-f_{\mathbf k+\mathbf q\downarrow}}{E_{\mathbf k}-\omega}.
\label{chi}
\end{equation}
A self-sustained wave has $F=Is$, so the magnon satisfies $1=I\chi_0(q,\omega)$. This is the random-phase approximation (RPA).

\subsection{Small wavevectors}

In the minority term substitute $\mathbf p=\mathbf k+\mathbf q$, which gives $E=\Delta-q^2/2m+\mathbf p\cdot\mathbf q/m$. Since $\omega$ is of order $q^2$, expand $1/(\Delta-x+y)\simeq1/\Delta+(x-y)/\Delta^2+y^2/\Delta^3$, where $x=\omega\mp q^2/2m$, with the upper sign for majority spin, and $y$ is the term linear in $q$. The term in $y$ alone averages to zero, and the average of $k_z^2$ over a Fermi sphere is $k_\sigma^2/5$. Thus
\begin{align}
\chi_0\simeq{}&\frac{n_\uparrow-n_\downarrow}{\Delta}
+\frac{\omega(n_\uparrow-n_\downarrow)-(q^2/2m)(n_\uparrow+n_\downarrow)}{\Delta^2}\nonumber\\
&+\frac{q^2(n_\uparrow k_\uparrow^2-n_\downarrow k_\downarrow^2)}{5m^2\Delta^3}.
\end{align}
The first term equals $1/I$, so the others must cancel. With $\Delta$ inserted, $\omega=Dq^2$ and
\begin{equation}
D=\frac{1}{m(k_\uparrow^3-k_\downarrow^3)}
\left[\frac{k_\uparrow^3+k_\downarrow^3}{2}
-\frac{2(k_\uparrow^5-k_\downarrow^5)}{5(k_\uparrow^2-k_\downarrow^2)}\right].
\end{equation}
The first term is the kinetic cost of twisting the spins; the second is the energy regained as the states adjust.

\subsection{Any wavevector}

Slice each Fermi sphere perpendicular to $\mathbf q$. With $u=k_z/k_\sigma$, a slice has area $\pi k_\sigma^2(1-u^2)$, and
\begin{align}
\chi_0&=\frac{m}{6\pi^2q}\left[k_\uparrow^2\Phi(z_\uparrow)-k_\downarrow^2\Phi(z_\downarrow)\right],\\
z_{\uparrow,\downarrow}&=\frac{m(\Delta\pm q^2/2m-\omega)}{q\,k_{\uparrow,\downarrow}},\qquad
\Phi(z)=\frac34\int_{-1}^{1}\frac{1-u^2}{z+u}\,du.
\end{align}
Because $(1-u^2)/(z+u)=z-u+(1-z^2)/(z+u)$,
\begin{equation}
\Phi(z)=\frac34\left[2z+(1-z^2)\ln\frac{z+1}{z-1}\right],\qquad \Phi(1)=\frac32 .
\end{equation}

\section{Third contribution: blocking, and the threshold}

For $q<k_\uparrow-k_\downarrow$, an occupied minority state $\mathbf k+\mathbf q$ implies $k\le k_\downarrow+q<k_\uparrow$, so the majority state $\mathbf k$ is occupied too. The numerator in \eqref{chi} is then 0 or 1, never $-1$. Every term grows with $\omega$ below the edge, and so does $\chi_0$. If the ferromagnet is stable, $I\chi_0(q,0)<1$. One undamped magnon then exists below the edge if $I\chi_0(q,E_-)>1$, and none if this quantity is less than 1. Equality marks the threshold.

At the edge, \eqref{edge} gives $z_\uparrow=1$ and $z_\downarrow=(k_\uparrow-q)/k_\downarrow$. Also
\begin{equation}
\frac1I=\frac{n_\uparrow-n_\downarrow}{\Delta}
=\frac{2m(k_\uparrow^3-k_\downarrow^3)}{6\pi^2(k_\uparrow^2-k_\downarrow^2)}.
\end{equation}
Setting $\chi_0=1/I$ and multiplying by $6\pi^2q/m$ gives
\begin{equation}
\boxed{\;2q_c\,\frac{k_\uparrow^3-k_\downarrow^3}{k_\uparrow^2-k_\downarrow^2}
=\frac32k_\uparrow^2-k_\downarrow^2\,
\Phi\!\left(\frac{k_\uparrow-q_c}{k_\downarrow}\right)\;}
\label{main}
\end{equation}
The mass has dropped out, as the dimensional argument required.

There is one root in $0<q<k_\uparrow-k_\downarrow$. The left side rises with $q$. The right side falls, because $\Phi(z)$ decreases with $z$ for $z>1$ and its argument decreases with $q$. At $q=0$ the left side is zero and the right side positive. At $q=k_\uparrow-k_\downarrow$, left minus right is
\begin{equation}
\frac{k_\uparrow-k_\downarrow}{k_\uparrow+k_\downarrow}
\left[2(k_\uparrow^2+k_\uparrow k_\downarrow+k_\downarrow^2)-\tfrac32(k_\uparrow+k_\downarrow)^2\right]
=\frac{(k_\uparrow-k_\downarrow)^3}{2(k_\uparrow+k_\downarrow)}>0 .
\end{equation}

The bound $k_\uparrow-k_\downarrow$ is close for weak splitting: $q_c/(k_\uparrow-k_\downarrow)$ is 0.9998 at $k_\downarrow/k_\uparrow=0.9$, but 0.82 at 0.1.

\section{The saturated limit, and what causes the decay}

With no minority electrons, blocking disappears and $1/I=n_\uparrow/\Delta$. The edge condition becomes $k_\uparrow^3/\Delta=3mk_\uparrow^2/(2q_c)$, or
\begin{equation}
q_c=\frac{3m\Delta}{2k_\uparrow}.
\end{equation}
Here $\Delta$ is free, provided $\Delta\ge k_\uparrow^2/2m$ keeps the minority band empty. This separates large wavevector from entry into the continuum.

Set $m=k_\uparrow=1$ and hold $q=1.2$ and the occupied states fixed. Changing $I$ changes $\Delta$. For $\Delta=0.6$, $q_c=0.90$ and the magnon lies inside the continuum; for $\Delta=1.0$, $q_c=1.50$ and it lies below. Start from the state made by the spin-lowering operator and follow its overlap with itself. At time 300 the amplitude is 0.0002 in the first case and 0.656 in the second. The latter matches the undamped magnon's weight in the initial state, also 0.656. A large $q$ alone does not cause the decay.

\section{How quickly the width grows}

Inside the continuum, $\mathrm{Im}\,\chi_0$ counts the pairs with $E_{\mathbf k}=\omega$. These lie on the plane $k_z=m(\omega-\Delta-q^2/2m)/q$. If it cuts only the majority sphere,
\begin{equation}
\mathrm{Im}\,\chi_0=\frac{m}{8\pi q}(k_\uparrow^2-k_z^2)
\simeq\frac{m^2k_\uparrow}{4\pi q^2}(\omega-E_-),
\end{equation}
where the last form holds near the edge, with $k_z\simeq-k_\uparrow$. Absorption starts from zero, and so does the magnon width. If the plane also cuts the displaced minority sphere, the blocked disc is subtracted:
\begin{align}
k_\uparrow^2-k_z^2-\left[k_\downarrow^2-(k_z+q)^2\right]
&=2m\Delta+q^2+2qk_z=2m\omega,\\
\mathrm{Im}\,\chi_0&=\frac{m^2\omega}{4\pi q}.
\end{align}

\section{Weighing the terms in numbers}

Take $m=1.4$ electron masses, $k_\uparrow=1.0$ and $k_\downarrow=0.5\ \text{\AA}^{-1}$. Then $\hbar^2/m=5.443\ \text{eV\,\AA}^2$ and $\Delta=5.443\times0.75/2=2.04$ eV. The stiffness is a small difference of large terms:
\begin{equation}
D=5.443\times\frac{0.5625-0.5167}{0.875}=0.285\ \text{eV\,\AA}^2 .
\end{equation}

Equation \eqref{main} gives $q_c=0.492\ \text{\AA}^{-1}$, a wavelength of 1.28 nm. Direct diagonalization of the coupled spin-flip pairs gives the same 0.49206 $\text{\AA}^{-1}$ to five decimals. At the root, the majority term is 1.500 and the minority term 0.352 $\text{\AA}^{-2}$; their difference, 1.148, equals $2.333\times0.492$. Without the minority term the equation would give $1.5/2.333=0.643\ \text{\AA}^{-1}$, beyond the bound of 0.5.

A simpler estimate sets $Dq^2=E_-(q)$. With $K=k_\uparrow^2-k_\downarrow^2$ and $a=2mD$, this reads $(1-a)q^2-2k_\uparrow q+K=0$. Its smaller root, after rationalizing the numerator, is
\begin{equation}
q_{\rm est}=\frac{K}{k_\uparrow+\sqrt{k_\downarrow^2+aK}}=0.477\ \text{\AA}^{-1},
\end{equation}
3\% below the RPA root. The energy is much less accurate: $Dq_c^2=0.069$ eV, against 0.022 eV in RPA. The position survives because the edge is steep, with slope $-(k_\uparrow-q_c)/m=-2.8$ eV\,\AA, so an energy error of 0.047 eV moves the crossing little.

The RPA magnon even turns over: its energy is 0.0328, 0.0342 and 0.0297 eV at $q=0.40$, 0.45 and 0.48 $\text{\AA}^{-1}$. The cause of this downturn has not been isolated here.

Beyond $q_c$ the absorption line has these peak energies and full widths at half maximum (FWHM):

\begin{center}
\begin{tabular}{cccc}
$q$ ($\text{\AA}^{-1}$) & peak (eV) & FWHM (eV) & $\hbar$/FWHM (fs)\\
0.495 & 0.018 & 0.007 & 90\\
0.500 & 0.025 & 0.034 & 19\\
0.550 & 0.047 & 0.086 & 7.7\\
0.600 & 0.067 & 0.139 & 4.7
\end{tabular}
\end{center}

By $q=0.500\ \text{\AA}^{-1}$ the width exceeds the peak energy, and the magnon is no longer a well-defined oscillation.

\section{Iron, and the neglected contributions}

The splitting and stiffness are in the rough range of iron, about 2 eV and 0.3 eV\,$\text{\AA}^2$. The moment is not: the model gives 0.175 Bohr magnetons per iron atomic volume, against roughly 2.2 in iron. Iron has several overlapping $d$ bands, hence several pair continua with different edges and strengths. The resulting shift of $q_c$ is not sized here, so 0.49 $\text{\AA}^{-1}$ is not a prediction for iron. It lies at about a third of the distance to the nearest zone boundary, 1.55 $\text{\AA}^{-1}$.

Within the one-band model, the following corrections can be compared.

\begin{itemize}
\item \emph{Splitting.} At fixed density and mass, changing $\Delta$ by $-25\%$ or $+25\%$ moves $q_c$ to 0.355 or 0.649 $\text{\AA}^{-1}$. This is the largest shift among those sized, with the mean mass held fixed throughout.
\item \emph{Anisotropic mass.} If both bands share one ellipsoidal shape, rescaling each wavevector component by the square root of its mass restores the isotropic problem. For a uniaxial mass ratio of 2 at fixed density, splitting and geometric-mean mass, so that each spin density is unchanged, $q_c$ is 0.620 along the heavy axis and 0.438 $\text{\AA}^{-1}$ along the light ones. If the mean mass changes as well, the spin densities change at fixed splitting and these values do not apply.
\item \emph{Temperature.} At 300 K, with the bands, the magnon energy and the slope of $\mathrm{Re}\,\chi_0$ kept at their zero-temperature values, thermally occupied states give a width of $2.5\times10^{-6}$ eV at $q=0.45$ and $2.5\times10^{-3}$ eV at 0.48 $\text{\AA}^{-1}$. These estimates hold to about 20\%: evaluating $\mathrm{Re}\,\chi_0$ at 300 K lowers the second to $2.1\times10^{-3}$ eV, and letting the splitting relax at fixed $I$ and density gives $3.0\times10^{-6}$ and $2.5\times10^{-3}$ eV. The threshold is blurred only close to $q_c$.
\item \emph{Spin-orbit and dipolar terms.} The Gilbert parameter describes damping at long wavelengths. If a rough value $\alpha=0.002$ is carried over unchanged to $q=0.40\ \text{\AA}^{-1}$, the width there is $2\alpha\omega=1.3\times10^{-4}$ eV. The dipolar energy scale for 2.2 T is $2.5\times10^{-4}$ eV. Both are small beside the magnon energy there, 0.033 eV.
\end{itemize}

Decay into a lower-energy magnon plus a spin-conserving electron-hole pair lies outside RPA and is not sized. Like disorder, it can give a width below $q_c$. The threshold derived here is that of single-pair decay, not of all damping.

For a device wave of 100 nm wavelength, $q=0.0063\ \text{\AA}^{-1}$, about 1\% of the model's $q_c$. There $Dq^2=1.1\times10^{-5}$ eV, some 20 times smaller than the neglected dipolar scale, so the model's dispersion does not describe such a wave; both energies, however, lie far below the pair edge at 2.0 eV. In this model single-pair decay is closed there at zero temperature, and the linewidth must come from the other processes. In the same model, at wavelengths near 1 nm, the pair continuum makes the line broader than its peak energy, and no well-defined magnon remains. A larger splitting at fixed density and mass postpones its onset in the cases computed. The numerical output lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
band mass = 1.4 electron masses
k_up = 1.00, k_down = 0.50 1/angstrom
hbar^2/m = 5.443 eV angstrom^2
exchange splitting = 2.041 eV
spin stiffness D = 0.2851 eV angstrom^2
k_up - k_down = 0.5000 1/angstrom
threshold q_c (formula) = 0.49206 1/angstrom
threshold q_c (diagonalization) = 0.49206 1/angstrom
quadratic-dispersion estimate = 0.4767 1/angstrom
wavelength at q_c = 1.277 nm
magnon energy at q_c = 0.0218 eV
D q_c^2 for comparison = 0.0690 eV
q = 0.20 1/angstrom: magnon 0.0108 eV, edge 1.0614 eV
q = 0.40 1/angstrom: magnon 0.0328 eV, edge 0.2994 eV
q = 0.45 1/angstrom: magnon 0.0342 eV, edge 0.1429 eV
q = 0.48 1/angstrom: magnon 0.0297 eV, edge 0.0555 eV
q = 0.495 1/angstrom: peak 0.0181 eV, FWHM 0.0073 eV, hbar/FWHM 90.2 fs
q = 0.500 1/angstrom: peak 0.0245 eV, FWHM 0.0339 eV, hbar/FWHM 19.4 fs
q = 0.550 1/angstrom: peak 0.0466 eV, FWHM 0.0858 eV, hbar/FWHM 7.7 fs
q = 0.600 1/angstrom: peak 0.0665 eV, FWHM 0.1388 eV, hbar/FWHM 4.7 fs
k_down/k_up = 0.1: q_c/(k_up-k_down) = 0.8236
k_down/k_up = 0.5: q_c/(k_up-k_down) = 0.9841
k_down/k_up = 0.9: q_c/(k_up-k_down) = 0.9998
largest static I*chi0 on q grid = 0.9997 (stable below 1)
saturated band, k_up = 1, q = 1.2, hbar = m = 1, time 300:
  splitting 0.6: q_c = 0.90, surviving amplitude 0.0002
  splitting 1.0: q_c = 1.50, surviving amplitude 0.6561
  undamped magnon weight at splitting 1.0 = 0.6562
saturated q_c at splitting 0.6, diagonalization = 0.90000
neglected effects, sized for the example:
  thermal energy at 300 K = 0.0259 eV
  thermal FWHM at q = 0.45 1/angstrom: 2.47e-06 eV
  thermal FWHM at q = 0.48 1/angstrom: 2.45e-03 eV
  Gilbert FWHM at q = 0.40 1/angstrom (alpha 0.002): 1.31e-04 eV
  dipolar scale for 2.2 T = 2.55e-04 eV
  mass ratio 2: q_c heavy axis 0.620, light axis 0.438 1/angstrom
  splitting times 0.75, same density: q_c = 0.355 1/angstrom
  splitting times 1.25, same density: q_c = 0.649 1/angstrom
  model moment per iron atomic volume = 0.175 Bohr magnetons
  nearest zone boundary (bcc, a = 2.87 angstrom) = 1.548 1/angstrom
\end{verbatim}
